**Single-layer Matthews–Blakeslee thickness: force balance against Lambert formula**

The program tests $h=K[\ln(h/b)+1]$ with $K=b(1-\nu\cos^2\alpha)/[8\pi(1+\nu)f\cos\lambda]$, whose larger root is the critical thickness $h_c=-K\,W_{-1}(-b/(eK))$. Here $f$ is the misfit strain, $b$ the Burgers vector length, $\nu$ the Poisson ratio, $\alpha$ the angle between Burgers vector and misfit line, $\lambda$ the angle between Burgers vector and the in-interface normal to that line, and $W_{-1}$ a branch of the Lambert function. The biaxial stress is obtained from a stiffness matrix, the driving force from explicit slip vectors, and the line energy by integrating the strain energy of a dislocation field. The program asserts that this field is in equilibrium, has the right Burgers vector and exerts no net force. It then asserts that the numerical root of the assembled balance agrees with the Lambert formula at three misfits. Further assertions cover the convergence rate of the iteration, the sensitivities to misfit and core constant, and the largest misfit with a root. For $f=0.01$, $b=0.384$ nm, $\nu=0.28$ and unit core constant, the output gives $K=2.2202$ nm and $h_c=9.2951$ nm. The smaller root, 0.1512 nm, lies below $b$ and has no continuum meaning.

## Check in Python

```python
# Result under test: the critical thickness of a single strained film with a
# free surface, h = K*(ln(h/b) + 1),
#   K = b*(1 - nu*cos(alpha)^2) / (8*pi*(1 + nu)*f*cos(lambda)),
# whose larger root is h_c = -K*W_{-1}(-b/(e*K)), W being the Lambert function.
# f: misfit strain, b: Burgers vector length, nu: Poisson ratio,
# alpha: angle between Burgers vector and misfit dislocation line,
# lambda: angle between Burgers vector and the in-interface line normal.
# The shear modulus is set to 1 because it cancels in the force balance.
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import lambertw

f, b, nu, core = 0.01, 0.384, 0.28, 1.0

# Biaxial stress per unit strain from the stiffness matrix, free top surface
lame = 2 * nu / (1 - 2 * nu)
stiffness = lame * np.ones((3, 3)) + 2 * np.eye(3)
strain_zz = -(stiffness[2, 0] + stiffness[2, 1]) / stiffness[2, 2]
stress = stiffness @ np.array([1.0, 1.0, strain_zz])
biaxial = stress[0]
assert abs(stress[2]) < 1e-12
assert abs(biaxial - 2 * (1 + nu) / (1 - nu)) < 1e-12

# Driving force from slip vectors: resolved shear stress times swept area
normal = np.array([0.0, 0.0, 1.0])
line = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
burgers = np.array([1.0, 0.0, 1.0]) / np.sqrt(2)
slip_normal = np.cross(burgers, line)
slip_normal /= np.linalg.norm(slip_normal)
cos_alpha = abs(burgers @ line)
cos_lambda = abs(burgers @ np.cross(normal, line))
resolved = abs(burgers @ np.diag([1.0, 1.0, 0.0]) @ slip_normal)
slip_width = 1 / np.sqrt(1 - (slip_normal @ normal) ** 2)
drive_geometry = resolved * slip_width
assert abs(drive_geometry - cos_lambda) < 1e-12
assert abs(cos_alpha - 0.5) < 1e-12 and abs(cos_lambda - 0.5) < 1e-12

# Displacement field of a mixed dislocation of unit Burgers vector
x, y = sp.symbols("x y", real=True)
nus = sp.Rational(7, 25)
assert abs(float(nus) - nu) < 1e-15
r2 = x**2 + y**2
edge_x = (sp.atan(y / x) + x * y / (2 * (1 - nus) * r2)) / (2 * sp.pi)
edge_y = -((1 - 2 * nus) * sp.log(r2) + (x**2 - y**2) / r2) / (
    8 * sp.pi * (1 - nus))
screw_z = sp.atan(y / x) / (2 * sp.pi)
divergence = sp.diff(edge_x, x) + sp.diff(edge_y, y)
for comp, var in ((edge_x, x), (edge_y, y)):
    laplacian = sp.diff(comp, x, 2) + sp.diff(comp, y, 2)
    residual = (1 - 2 * nus) * laplacian + sp.diff(divergence, var)
    assert sp.simplify(residual) == 0
assert sp.simplify(sp.diff(screw_z, x, 2) + sp.diff(screw_z, y, 2)) == 0

gradients = [[sp.lambdify((x, y), sp.simplify(sp.diff(u, v)), "numpy")
              for v in (x, y)] for u in (edge_x, edge_y, screw_z)]


def line_energy_coefficient(cos_a):
    """Strain energy per unit of ln(R/r0), integrated on the unit circle."""
    sin_a = np.sqrt(1 - cos_a**2)
    weights = (sin_a, sin_a, cos_a)
    count = 64
    step = 2 * np.pi / count
    energy, jump, net_force = 0.0, np.zeros(3), np.zeros(3)
    for angle in (np.arange(count) + 0.5) * step:
        c, s = np.cos(angle), np.sin(angle)
        grad = np.zeros((3, 3))
        for i in range(3):
            for j in range(2):
                grad[i, j] = weights[i] * gradients[i][j](c, s)
        eps = (grad + grad.T) / 2
        sigma = lame * np.trace(eps) * np.eye(3) + 2 * eps
        energy += 0.5 * np.sum(sigma * eps) * step
        jump += grad @ np.array([-s, c, 0.0]) * step
        net_force += sigma @ np.array([c, s, 0.0]) * step
    assert np.allclose(jump, [sin_a, 0.0, cos_a], atol=1e-10)
    assert np.allclose(net_force, 0.0, atol=1e-10)
    return energy


for trial in (0.0, cos_alpha, 0.8, 1.0):
    formula = (1 - nu * trial**2) / (4 * np.pi * (1 - nu))
    assert abs(line_energy_coefficient(trial) - formula) < 1e-10
tension_coefficient = line_energy_coefficient(cos_alpha)

# Screw below a free surface: work on the cut, including the image field
depth, inner = 1.0, 1e-4
cut_work = quad(lambda s: (1 / s + 1 / (2 * depth - s)) / (4 * np.pi),
                inner, depth, limit=200, points=[1e-3, 1e-2, 1e-1])[0]
# the remaining difference is of relative order inner/depth
assert abs(cut_work - np.log(2 * depth / inner) / (4 * np.pi)) < inner


def driving(h, misfit):
    return biaxial * misfit * drive_geometry * b * h


def tension(h, constant=core):
    return tension_coefficient * b**2 * (np.log(h / b) + constant)


def balance_root(misfit, constant=core):
    """Larger root of the force balance assembled from computed parts."""
    lowest = tension_coefficient * b / (biaxial * misfit * drive_geometry)
    return brentq(lambda h: driving(h, misfit) - tension(h, constant),
                  lowest, 1e4 * b, xtol=1e-13, rtol=1e-13)


def length_K(misfit):
    return b * (1 - nu * cos_alpha**2) / (
        8 * np.pi * (1 + nu) * misfit * cos_lambda)


def lambert_root(misfit, branch):
    K_value = length_K(misfit)
    return -K_value * lambertw(-b / (np.e * K_value), branch).real


K = length_K(f)
h_c = lambert_root(f, -1)
h_small = lambert_root(f, 0)
for trial in (0.005, f, 0.02):
    assert abs(lambert_root(trial, -1) - balance_root(trial)) < 1e-8
small_numeric = brentq(lambda h: driving(h, f) - tension(h), 1e-3 * b, K,
                       xtol=1e-13)
assert abs(h_small - small_numeric) < 1e-8 and h_small < b

# Sign of the net force on each side of the critical thickness
ratio_thin = driving(5.0, f) / tension(5.0)
ratio_thick = driving(20.0, f) / tension(20.0)
assert ratio_thin < 1 < ratio_thick

# Fixed-point iteration and its rate of convergence
iterates = [10.0]
for _ in range(8):
    iterates.append(K * (np.log(iterates[-1] / b) + core))
rate = (iterates[8] - h_c) / (iterates[7] - h_c)
assert abs(rate - K / h_c) < 1e-3
start = 1.01 * h_small
moved = K * (np.log(start / b) + core)
assert abs(moved - h_small) > 5 * abs(start - h_small)

# Sensitivities against finite differences of the numerical root
slope_f = -1 / (1 - K / h_c)
slope_core = K / (1 - K / h_c)
d = 1e-4
fd_f = (np.log(balance_root(f * np.exp(d)))
        - np.log(balance_root(f * np.exp(-d)))) / (2 * d)
fd_core = (balance_root(f, core + d) - balance_root(f, core - d)) / (2 * d)
assert abs(slope_f - fd_f) < 1e-5 and abs(slope_core - fd_core) < 1e-5

# Largest misfit for which the balance has a root
f_max = f * K / b
grid = b * np.linspace(0.2, 5.0, 20001)
assert np.min(driving(grid, 0.99 * f_max) - tension(grid)) < 0
assert np.min(driving(grid, 1.01 * f_max) - tension(grid)) > 0

print(f"misfit strain f = {f:.3f} (dimensionless)")
print(f"Burgers vector length b = {b:.3f} nm")
print(f"Poisson ratio nu = {nu:.2f} (dimensionless)")
print(f"core constant C = {core:.1f} (dimensionless)")
print(f"cos(alpha) from slip vectors = {cos_alpha:.4f} (dimensionless)")
print(f"cos(lambda) from slip vectors = {cos_lambda:.4f} (dimensionless)")
print(f"biaxial stress / (G f) = {biaxial:.4f} (dimensionless)")
print(f"line energy coefficient A/(G b^2) = {tension_coefficient:.5f}"
      " (dimensionless)")
print(f"factor 1 - nu cos^2(alpha) = {1 - nu * cos_alpha**2:.4f}"
      " (dimensionless)")
print(f"length K = {K:.4f} nm")
print(f"ratio k = K/b = {K / b:.4f} (dimensionless)")
print(f"Lambert argument -1/(e k) = {-b / (np.e * K):.6f} (dimensionless)")
print(f"Lambert value W_-1 = {-h_c / K:.5f} (dimensionless)")
for index, value in enumerate(iterates[:8]):
    print(f"iterate h_{index} = {value:.4f} nm")
print(f"critical thickness h_c = {h_c:.4f} nm")
print(f"critical thickness h_c = {10 * h_c:.1f} angstrom")
print(f"critical thickness h_c/b = {h_c / b:.3f} (dimensionless)")
print(f"force-balance root from computed parts = {balance_root(f):.4f} nm")
print(f"smaller root, no continuum meaning = {h_small:.4f} nm")
print(f"iteration slope K/h_c = {K / h_c:.4f} (dimensionless)")
print(f"iteration slope at smaller root = {K / h_small:.2f} (dimensionless)")
print(f"driving force / tension at h = 5 nm: {ratio_thin:.4f}"
      " (dimensionless)")
print(f"driving force / tension at h = 20 nm: {ratio_thick:.4f}"
      " (dimensionless)")
print(f"d ln h_c / d ln f = {slope_f:.4f} (dimensionless)")
print(f"d h_c / d C = {slope_core:.4f} nm")
print(f"h_c at misfit 0.005 = {balance_root(0.005):.3f} nm")
print(f"h_c at misfit 0.020 = {balance_root(0.02):.3f} nm")
print(f"largest misfit with a root = {100 * f_max:.3f} per cent")
print("success")
```

It prints:

```
misfit strain f = 0.010 (dimensionless)
Burgers vector length b = 0.384 nm
Poisson ratio nu = 0.28 (dimensionless)
core constant C = 1.0 (dimensionless)
cos(alpha) from slip vectors = 0.5000 (dimensionless)
cos(lambda) from slip vectors = 0.5000 (dimensionless)
biaxial stress / (G f) = 3.5556 (dimensionless)
line energy coefficient A/(G b^2) = 0.10279 (dimensionless)
factor 1 - nu cos^2(alpha) = 0.9300 (dimensionless)
length K = 2.2202 nm
ratio k = K/b = 5.7818 (dimensionless)
Lambert argument -1/(e k) = -0.063627 (dimensionless)
Lambert value W_-1 = -4.18661 (dimensionless)
iterate h_0 = 10.0000 nm
iterate h_1 = 9.4574 nm
iterate h_2 = 9.3336 nm
iterate h_3 = 9.3043 nm
iterate h_4 = 9.2973 nm
iterate h_5 = 9.2957 nm
iterate h_6 = 9.2953 nm
iterate h_7 = 9.2952 nm
critical thickness h_c = 9.2951 nm
critical thickness h_c = 93.0 angstrom
critical thickness h_c/b = 24.206 (dimensionless)
force-balance root from computed parts = 9.2951 nm
smaller root, no continuum meaning = 0.1512 nm
iteration slope K/h_c = 0.2389 (dimensionless)
iteration slope at smaller root = 14.68 (dimensionless)
driving force / tension at h = 5 nm: 0.6314 (dimensionless)
driving force / tension at h = 20 nm: 1.8188 (dimensionless)
d ln h_c / d ln f = -1.3138 (dimensionless)
d h_c / d C = 2.9169 nm
h_c at misfit 0.005 = 22.520 nm
h_c at misfit 0.020 = 3.592 nm
largest misfit with a root = 5.782 per cent
success
```
